Strain gradients in side-inclination x-ray diffraction from thick absorbing films

Form of the answer

Let z be the depth below the flat surface of a thick film. At a fixed tilt ψ, let the strain along the diffraction vector be e₀ + e₁z. To first order in strain, the measurement is a linear weighted average, and a uniform strain is returned unchanged. The reported value must then be

e₀ + e₁L,

where L is a length independent of e₀ and e₁. If the film is much thicker than the sampled depth and refraction is neglected, the one length available is 1/μ, where μ is the linear absorption coefficient. Therefore

L = F(θ,ψ)/μ,

where θ is the Bragg angle, half the angle between the incident and diffracted directions. In side inclination, reflection in the diffraction plane reverses ψ and leaves the beams unchanged, so F is even in ψ. The ray geometry supplies the function F.

Geometry and absorption

Let m be the unit normal of the diffracting planes, and n the outward surface normal, with n·m = cosψ. Let u be the unit vector along the line where the diffraction plane meets the diffracting planes. The beam directions are

k_in = cosθ u − sinθ m
k_out = cosθ u + sinθ m.

Their difference is 2 sinθ m, as required for reflection from planes with normal m. In side inclination the film is tilted about u, so u stays in the surface and n·u = 0. Both beams then make the same angle α with the surface:

sinα = −n·k_in = n·k_out = sinθ cosψ.

A layer at depth z is reached after a path z/sinα and left by an equal path. Its intensity is proportional to

exp[−2μz/(sinθ cosψ)] = exp(−z/τ),
τ(ψ) = sinθ cosψ/(2μ) = τ₀ cosψ, τ₀ = sinθ/(2μ).

The illuminated area varies as 1/sinα, but this factor is common to all depths and cancels from a normalized average.

The quantity to measure is the centroid of the reflection. Bragg's law, 2d sinθ = λ, gives at fixed wavelength λ

δd/d = −cotθ δθ.

A layer with strain ε(z) therefore diffracts at 2θ shifted by −2 tanθ ε(z). The centroid of the summed peak has the weighted mean shift. Symmetric instrumental broadening, the same for every layer, leaves the centroid in place.

For a film so thick that the integrals may run to infinity, integration by parts gives

∫₀^∞ z exp(−z/τ) dz = [−τz exp(−z/τ)]₀^∞ + τ∫₀^∞ exp(−z/τ) dz = τ².

The normalizing integral is τ, so ⟨z⟩ = τ and

⟨e₀ + e₁z⟩ = e₀ + e₁τ.

Thus L = τ, or F = sinθ cosψ/2. The centroid reports the strain at depth τ because the profile is linear. It does not come from that depth alone: the weight is greatest at the surface and extends well below τ.

From stress to the sin²ψ plot

Take a laterally uniform film whose in-plane stress is the same in every direction:

σ(z) = σ₀ + Gz.

Compression is negative, and positive G means that stress becomes more tensile with depth. Force balance in a laterally uniform film makes the stress components on planes parallel to the surface independent of z; they vanish at the free surface, so they vanish throughout. Let E be Young's modulus and ν Poisson's ratio. For isotropic elasticity, Hooke's law gives

ε_parallel = (1−ν)σ/E
ε_normal = −2νσ/E.

The diffraction vector has squared components sin²ψ in the plane and cos²ψ along the normal. Projection gives

ε = [(1−ν)sin²ψ − 2νcos²ψ]σ/E
  = [(1+ν)sin²ψ − 2ν]σ/E.

Define x = sin²ψ, c = cosψ = √(1−x) and A = (1+ν)x − 2ν. The unstrained spacing d₀ is taken to be uniform. Setting z = τ₀c then gives the working formula

ε(x) = A(σ₀ + Gτ₀c)/E.

Without a gradient this is a straight line in x. With a gradient, each tilt reads the stress at a different depth. To find the curvature, use dA/dx = 1+ν and dc/dx = −1/(2c):

dε/dx = [(1+ν)(σ₀ + Gτ₀c) − AGτ₀/(2c)]/E.

The second differentiation needs d(1/c)/dx = 1/(2c³). The first term and the derivative of A each contribute −(1+ν)Gτ₀/(2c), so

d²ε/dx² = −(Gτ₀/E)[(1+ν)/c + A/(4c³)].

Putting both terms over 4c³, with c² = 1−x, gives

d²ε/dx² = −Gτ₀[(1+ν)(4−3x) − 2ν]/(4Ec³).

For −1 < ν ≤ 1/2 the bracket decreases with x and tends to 1−ν > 0 as x approaches 1. The curvature is therefore opposite in sign to G over 0 ≤ x < 1, and the plot has no inflection. Positive and negative ψ give the same curve, so this gradient does not produce ψ splitting.

For ν ≥ 0 there is a strain-free tilt, which follows from A = 0:

sin²ψ* = 2ν/(1+ν).

Every depth has zero strain along this direction, whatever σ(z) is. A measurement there can test d₀ but carries no information about the stress gradient.

What a slope means

For uniform stress, multiplying the slope by E/(1+ν) gives σ. Applying the same conversion to a local slope of the curved plot gives

σ_slope = σ₀ + Gτ₀[c − (x − 2ν/(1+ν))/(2c)]
        = σ₀ + Gτ₀[2 − 3x + 2ν/(1+ν)]/(2c).

At x = 0 this is the stress at depth

τ₀[1 + ν/(1+ν)],

which exceeds τ₀ when ν > 0. The slope contains the change of sampled depth as well as the change of direction, so in general it is not the stress at the mean depth. The two agree only at the strain-free tilt, where A = 0. When 3x exceeds 2 + 2ν/(1+ν), the factor multiplying G is negative: the local slope then corresponds to a point above the surface. As x approaches 1 the factor diverges, but the model fails before that limit because refraction and surface roughness matter at grazing angles.

Recovering the profile

Multiplying a strain reading by E/A gives σ₀ + Gτ₀cosψ, a straight line in cosψ. This division amplifies errors near the strain-free tilt. A least-squares fit avoids it by using two known functions:

ε_i = σ₀(A_i/E) + G(A_iτ_i/E).

Here i labels the tilts. If d₀ is uncertain by a constant fraction, a constant third function can be included, at the cost of larger parameter uncertainties. The data determine the product Gτ₀, so an overestimate of μ by a small fraction makes G too large by the same fraction.

A composition gradient is a different error. If d₀ varies by a fraction ηz, with η a constant, the apparent strain gains ητ₀cosψ. This term is not multiplied by A and does not vanish at ψ*. Neither of the two stress functions represents it, but a fit can still absorb part of it and return a false stress gradient. With the constant third function included, nearly all of the term can be absorbed over the tilt range of the example below, so a small residual does not rule out a composition gradient.

Finite thickness and nonlinear profiles

For a film of thickness D, write X = D/τ. The weighted integrals are

∫₀^D z exp(−z/τ) dz = τ²(1−e^(−X)) − τDe^(−X)
∫₀^D exp(−z/τ) dz = τ(1−e^(−X)).

Their ratio is the mean depth

⟨z⟩ = τ − D/(e^X − 1).

For X ≫ 1 the correction is exponentially small. In the opposite limit, X/(e^X−1) = 1 − X/2 + X²/12 + …, so

⟨z⟩ = D/2 − D²/(12τ) + ….

A weakly absorbing film thus reports its mid-depth stress at leading order. The reported depth no longer depends on tilt, and the curvature disappears at that order even though the gradient remains.

Nonlinearity matters as well. In the thick limit, a second integration by parts gives ⟨z²⟩ = 2τ². An added stress Bz² is therefore reported as 2Bτ², twice its value at depth τ. A curved profile needs its own fitting function.

Why the tilt mode matters

If the film is instead tilted within the diffraction plane, n = cosψ m + sinψ u up to the sign of ψ. The two surface angles become θ+ψ and θ−ψ, and the path per unit depth is

1/sin(θ+ψ) + 1/sin(θ−ψ)
= 2 sinθ cosψ/(sin²θ − sin²ψ).

The mean depth is the reciprocal of μ times this path:

τ_in-plane = (sin²θ − sin²ψ)/(2μ sinθ cosψ), |ψ| < θ.

It agrees with side inclination at ψ = 0 but falls faster with tilt. The side-inclination formula must not be used for such data.

Peak maximum and refraction

The peak maximum need not report the depth τ. Let t = z/τ, let w be the magnitude of the strain change over depth τ, and let b be the standard deviation of a Gaussian broadening in strain units. With r = b/w, the intensity at the strain belonging to depth uτ is proportional to

∫₀^∞ e^(−t) exp[−(t−u)²/(2r²)] dt.

Setting its derivative with respect to u to zero gives

∫₀^∞ e^(−t)(t−u) exp[−(t−u)²/(2r²)] dt = 0.

For large r, expand the Gaussian to first order in 1/r². The leading integral is 1−u. The correction is −1/(2r²) times the third moment about u, which is 2 when u = 1. Hence

u ≈ 1 − 1/r².

For narrow broadening the maximum moves towards the surface, where the unbroadened exponential weight is greatest.

Refraction shifts the centroid. Let the refractive index be 1−δ and measure wavevectors in units of their vacuum length. The components parallel to the surface are conserved. The normal component changes from s = sinθ cosψ to s′, where

s′² = (1−δ)² − (1−s²) = s² − 2δ + δ².

The diffraction vector inside the film has parallel part 2 sinθ sinψ and normal part 2s′. Its squared length is

4(sin²θ sin²ψ + s′²) = 4(sin²θ − 2δ + δ²).

The tilt has cancelled. Apparent spacing divided by true spacing equals the internal vector length divided by the external one, so the strain offset is

Δε ≈ −δ/sin²θ.

It raises or lowers no part of the plot relative to another, but it should be removed before the two-function fit. The accompanying change of direction raises sin²ψ inside the film by about 2δ sin²ψ/sin²θ, and so alters the strain by a negligible amount of order δσ/E at any tilt short of total reflection. Near grazing incidence refraction matters instead through the sampled depth, which falls below τ₀cosψ.

Worked example: a tungsten film

Take a 10 µm tungsten film, copper K-alpha radiation and the 321 reflection. The inputs λ = 0.1541 nm, lattice parameter 0.3165 nm, μ = 0.33 µm⁻¹, E = 410 GPa and ν = 0.28 are rough typical values. The chosen stress is −2 GPa at the surface, with G = 0.20 GPa/µm, so it reaches zero at the base.

The unstrained spacing is 0.3165/√14 = 0.08459 nm. Bragg's law gives

sinθ = 0.1541/(2×0.08459) = 0.911, θ = 65.6°
τ₀ = 0.911/(2×0.33) = 1.38 µm.

At zero tilt the stress at τ₀ is −2 + 0.20×1.380 = −1.724 GPa. The strain is

−0.56×(−1.724)/410 = 2.355×10⁻³.

At x = 0.8, τ = 0.617 µm, the stress is −1.877 GPa, and A = 1.28×0.8 − 0.56 = 0.464. The strain is −2.124×10⁻³. The intermediate values are:

x = 0.2: τ = 1.234 µm, ε = 1.300×10⁻³
x = 0.4: τ = 1.069 µm, ε = 0.209×10⁻³
x = 0.6: τ = 0.873 µm, ε = −0.926×10⁻³

The strain changes sign at ψ* = 41.4°.

A more complete calculation gave each layer its own Bragg angle and absorption path. Each layer was also weighted by (1+cos²2θ)/(sin²θ cosθ sinα), which represents polarization, powder diffraction geometry and illuminated area. Gauss–Legendre integration over the 10 µm film gave the 2θ centroid, which was converted back to strain. At nine equally spaced x values from 0 to 0.8, the largest difference from the working formula was 1.3×10⁻⁶ in strain. Finite thickness reduces the mean depth at zero tilt by 7.1 nm. Multiplied by the strain gradient there, −273×10⁻⁶ per µm, this reduction raises the strain by about 2.0×10⁻⁶. The other effects included must therefore lower it by about 0.6×10⁻⁶ in total.

A straight line through the nine calculated strains gives a stress of −1.79 GPa. Its largest residual is 60×10⁻⁶ in strain, or 0.015° in 2θ. The local slope of the thick-film working formula, converted to stress, runs from −1.66 GPa at x = 0 to −1.99 GPa at x = 0.8. The first value is the stress at 1.68 µm, deeper than τ₀. A modest residual can thus accompany a substantial change of local slope. The two-function fit returns −2.00 GPa and 0.199 GPa/µm; the gradient is low by less than 1% of its input value. These data contain no noise, refraction or instrumental broadening.

The choice of tilt mode is visible at ψ = 45°: the mean depth is 0.976 µm in side inclination and 0.776 µm for tilt within the diffraction plane, with θ and μ held fixed.

For peak positions taken from the maximum, assume a single wavelength and a Gaussian full width at half maximum of 0.5° in 2θ. The copper K-alpha doublet is split by about 0.63° at this angle, so the figures below apply only after one line has been isolated. Dividing by 2√(2 ln 2) and by 2 tanθ gives b = 839×10⁻⁶. At zero tilt w = 377×10⁻⁶, so r = 2.23. Numerical solution of the maximum condition gives u = 0.875; the large-r estimate is 0.80. In this thick-film estimate the maximum lies about 47×10⁻⁶ from the centroid, on the side of the surface strain; the finite thickness of the example film lowers this by about 2×10⁻⁶. At x = 0.8 the distance is about 3.5×10⁻⁶. This tilt-dependent error is comparable with the straight-line residual at small tilt.

For refraction, the free-electron estimate is δ = r_eλ²n_e/(2π), where r_e is the classical electron radius and n_e counts 148 electrons per cubic cell. It gives δ = 50×10⁻⁶ and a strain offset of −60×10⁻⁶. That matches the straight-line residual in size but is constant in tilt. It is not harmless: added to the thick-film strains and left uncorrected, it moves the two-function fit to −2.18 GPa and 0.37 GPa/µm, nearly doubling the gradient.

Relation to real films

Tungsten suits this analysis because it absorbs copper radiation strongly and is nearly isotropic. Stresses of order 1 GPa occur in sputtered tungsten films, but 10 µm is thick by the standards of microelectronic layers, and the linear profile is a model choice. The example film stores about 23 J/m² of elastic energy, which could detach it from a weakly bonded substrate. Real stress profiles may curve: in the thick-film limit, a term of 0.01 GPa/µm² would add an excess of 0.019 GPa to the reading at zero tilt, beyond its value at τ₀. Texture is a further concern. With rough cubic constants C₁₁ = 520, C₁₂ = 205 and C₄₄ = 160 GPa, the two shear stiffnesses C₁₁−C₁₂ = 315 GPa and 2C₄₄ = 320 GPa differ by no more than the rounding of the constants, which therefore limit the anisotropy only to a few per cent. Only the part of the anisotropic strain that is nonlinear in sin²ψ bends the plot. Consider a uniform-stress (Reuss) estimate for the 321 reflection at −1.8 GPa, with a ⟨110⟩, ⟨100⟩, ⟨111⟩ or ⟨211⟩ fibre texture of 5° or 15° Gaussian spread. It gives largest straight-line residuals of 7 to 15×10⁻⁶ with these constants, depending on the fibre axis, and 18 to 38×10⁻⁶ if the ratio of the two shear stiffnesses is 1.04. Texture thus supplies a fraction of the 60×10⁻⁶ residual with these constants, and becomes comparable with it only at an anisotropy of several per cent. Curvature of this size can therefore be assigned to a stress gradient only after texture, peak-position method and variation of d₀ have been assessed.
